# Linear field enhancement of Onsager escape for isotropic starting pairs: a program that tests the result

```python
"""Onsager escape of a carrier from an opposite charge, isotropic starts.

Result under test: the mean escape probability from distance r is
    P(r, E) = exp(-rc/r) * (1 + rc*f/2 + f^2*rc*(rc - 2r)/12 + ...),
so its relative linear slope in the field does not depend on r.
rc = e^2/(4 pi eps kT): Onsager radius;  f = eE/kT: inverse field length.
With an absorbing sphere of radius b the relative slope in f becomes
rc / (2*(1 - exp(-rc/b))), again independent of r.
All tests use rc = 1 as the unit of length.
"""
import numpy as np
import scipy.constants as sc
from scipy.interpolate import CubicSpline
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.stats import poisson

COUNTS = np.arange(0, 200)
COSINES, WEIGHTS = np.polynomial.legendre.leggauss(32)


def escape(r, f, cosine):
    """Closed solution: probability that Poisson(B) >= Poisson(A)."""
    a = 1.0 / r
    b = np.atleast_1d(0.5 * f * r * (1.0 + np.asarray(cosine)))
    tail = poisson.sf(COUNTS[None, :] - 1, b[:, None])
    return tail @ poisson.pmf(COUNTS, a)


def mean_escape(r, f):
    """Average of the closed solution over starting directions."""
    return 0.5 * float(WEIGHTS @ escape(r, f, COSINES))


def solve_backward(f, sink, far, n=600, lmax=24):
    """Solve the backward equation on sink < r < far without the closed form.

    Finite differences in ln r, Legendre polynomials in the angle.
    Returns a spline of the Legendre components as functions of ln r.
    """
    s = np.linspace(np.log(sink), np.log(far), n + 1)
    h = s[1] - s[0]
    r = np.exp(s[1:-1])
    size = n - 1
    one = np.ones(size - 1)
    d1 = diags([-one, one], [-1, 1]) / (2 * h)
    d2 = diags([one, -2 * np.ones(size), one], [-1, 0, 1]) / h**2
    ell = np.arange(lmax + 1)
    up = ell[:-1]
    down = ell[1:]
    # multiplication by cos(theta), and the angular part of r * d/dz
    cos_mat = diags([(up + 1) / (2 * up + 1), down / (2 * down + 1)], [-1, 1])
    ang_mat = diags([-up * (up + 1) / (2 * up + 1),
                     down * (down + 1) / (2 * down + 1)], [-1, 1])
    radial = d2 + diags(1 - 1 / r) @ d1
    matrix = (kron(radial, identity(lmax + 1))
              - kron(identity(size), diags(ell * (ell + 1.0)))
              + kron(diags(f * r) @ d1, cos_mat)
              + kron(diags(f * r), ang_mat))
    unit = np.zeros(lmax + 1)
    unit[0] = 1.0
    rhs = np.zeros((size, lmax + 1))
    rhs[-1] = -((1 / h**2 + (1 - 1 / r[-1]) / (2 * h)) * unit
                + f * r[-1] / (2 * h) * (cos_mat @ unit))
    inner = spsolve(matrix.tocsc(), rhs.ravel()).reshape(size, lmax + 1)
    return CubicSpline(s, np.vstack([0 * unit, inner, unit]))


# Test 1: closed solution against the differential equation, strong field
field = 1.0
solution = solve_backward(field, 0.1, 20.0)
worst_full = 0.0
for r in (0.5, 1.0, 3.0):
    comp = solution(np.log(r))
    signs = (-1.0) ** np.arange(comp.size)
    pairs = [(comp[0], mean_escape(r, field)),
             (comp.sum(), escape(r, field, 1.0)[0]),
             (comp @ signs, escape(r, field, -1.0)[0])]
    for numeric, closed in pairs:
        worst_full = max(worst_full, abs(numeric / closed - 1))
# tolerance: second-order grid error and the finite sink radius
assert worst_full < 4e-3, worst_full

# Test 2: slopes from the differential equation at weak fields
weak = np.array([0.015, 0.03, 0.045, 0.06])
starts = np.array([1.0, 2.0, 3.0])
pde_slopes = {}
for sink in (0.1, 0.5):
    comps = np.array([solve_backward(f, sink, 800.0)(np.log(starts))
                      for f in weak])
    fit0 = np.polyfit(weak, comps[:, :, 0], 3)
    fit1 = np.polyfit(weak, comps[:, :, 1], 3)
    zero_field = ((np.exp(-1 / starts) - np.exp(-1 / sink))
                  / (1 - np.exp(-1 / sink)))
    assert np.allclose(fit0[3], zero_field, rtol=4e-3), fit0[3] / zero_field
    pde_slopes[sink] = fit0[2] / fit0[3]
    predicted = 0.5 / (1 - np.exp(-1 / sink))
    assert np.allclose(pde_slopes[sink], predicted, rtol=0.015), \
        pde_slopes[sink]
    if sink == 0.1:
        direction_slope = fit1[2] / fit0[3]
        assert np.allclose(direction_slope, 0.5, rtol=0.015), direction_slope

# Test 3: curvature and error bound from angular quadrature
small = 1e-3
for r in (0.3, 1.0, 3.0):
    rest = mean_escape(r, small) * np.exp(1 / r) - 1 - small / 2
    assert abs(rest / small**2 - (1 - 2 * r) / 12) < 2e-3
for r in (0.2, 0.5, 1.0, 3.0):
    for f in (0.05, 0.3, 1.0, 3.0):
        error = abs(mean_escape(r, f) - np.exp(-1 / r) * (1 + f / 2))
        assert error <= (f * r) ** 2 / 6 + 1e-13

# Test 4: a spread of starting distances leaves the relative slope unchanged
r_grid = np.linspace(0.02, 4.0, 300)
density = r_grid**2 * np.exp(-(r_grid / 0.6) ** 2)
yield_zero = density @ np.array([mean_escape(r, 0.0) for r in r_grid])
yield_small = density @ np.array([mean_escape(r, small) for r in r_grid])
spread_slope = (yield_small / yield_zero - 1) / small
assert abs(spread_slope - 0.5) < 1e-3, spread_slope

# Worked example: thick amorphous selenium film, rough typical values
eps_r = 6.3
temperature = 300.0        # K
field_mv = 0.01            # MV/cm
film_um = 50.0             # um
mobility = 0.14            # cm2/Vs, hole drift mobility
lifetime_us = 50.0         # us, hole lifetime against deep trapping
step_nm = 0.5              # nm, transport step
decay_nm = 0.3             # nm, localization length
attempt = 1e13             # 1/s, tunnelling attempt rate
pair_density = 1e13        # 1/cm3, chosen low excitation
breakdown_mv = 1.0         # MV/cm


def onsager_nm(temp):
    return sc.e**2 / (4 * np.pi * sc.epsilon_0 * eps_r * sc.k * temp) * 1e9


def inverse_length(e_mv, temp):
    """eE/kT in 1/nm; 1 MV/cm = 0.1 V/nm."""
    return 0.1 * e_mv * sc.e / (sc.k * temp)


rc = onsager_nm(temperature)
kt_ev = sc.k * temperature / sc.e
f_nm = inverse_length(field_mv, temperature)
slope = 0.5 * rc * inverse_length(1.0, temperature)      # cm/MV
print("Tests (lengths in units of rc)")
print(f"largest relative error, full-field solution: {worst_full:.1e}")
print("relative slope in f from the equation, r = 1, 2, 3:")
for sink, values in pde_slopes.items():
    print(f"  sink {sink}: " + ", ".join(f"{v:.4f}" for v in values)
          + f"; formula {0.5 / (1 - np.exp(-1 / sink)):.4f}")
print("  cos(theta) part, sink 0.1: "
      + ", ".join(f"{v:.4f}" for v in direction_slope))
print(f"relative slope for a spread of distances: {spread_slope:.4f}")
print("Example: amorphous selenium, rough typical values")
print(f"relative permittivity {eps_r}, temperature {temperature:.0f} K")
print(f"field {field_mv} MV/cm, film thickness {film_um:.0f} um")
print(f"thermal energy kT: {kt_ev:.5f} eV")
print(f"Onsager radius rc: {rc:.3f} nm")
print(f"field length 1/f: {1 / f_nm:.2f} nm")
print(f"rc*f: {rc * f_nm:.4f}")
print(f"relative slope: {slope:.2f} cm/MV = {slope * 1e-6:.3e} cm/V")
print(f"linear enhancement at this field: {slope * field_mv:.4f}")
print("r0 (nm) | P at E=0 | P exact | exact enh. | 2nd order | slope cm/MV")
for r0 in (2.5, 5.0, 10.0):
    p_zero = mean_escape(r0 / rc, 0.0)
    p_field = mean_escape(r0 / rc, f_nm * rc)
    tiny = 1e-5            # MV/cm, for a numerical derivative
    p_tiny = mean_escape(r0 / rc, inverse_length(tiny, temperature) * rc)
    num_slope = (p_tiny / p_zero - 1) / tiny
    assert abs(num_slope / slope - 1) < 2e-3
    second = f_nm**2 * rc * (rc - 2 * r0) / 12
    print(f"  {r0:4.1f} | {p_zero:.5f} | {p_field:.5f} | "
          f"{p_field / p_zero - 1:.4f} | {second:+.5f} | {num_slope:.2f}")
r0 = 5.0
print("Field scan at r0 = 5 nm: E (MV/cm), exact and linear enhancement")
for e_mv in (0.003, 0.01, 0.03, 0.1):
    ratio = mean_escape(r0 / rc, inverse_length(e_mv, temperature) * rc)
    ratio /= mean_escape(r0 / rc, 0.0)
    print(f"  {e_mv:5.3f}: {ratio - 1:.4f}, {slope * e_mv:.4f}")

print("Neglected effects (rough), r0 = 5 nm")
print(f"Coulomb energy drop per {step_nm} nm step at r0: "
      f"{rc * step_nm / r0**2:.3f} kT")
inner = np.sqrt(rc * step_nm)
shift = 1 / (1 - np.exp(-rc / inner)) - 1
p_inner = ((np.exp(-rc / r0) - np.exp(-rc / inner))
           / (1 - np.exp(-rc / inner)))
print(f"radius where the drop per step is 1 kT: {inner:.2f} nm")
print(f"if all inside it are captured: slope {100 * shift:+.2f} %, "
      f"zero-field yield {100 * (p_inner / np.exp(-rc / r0) - 1):+.1f} %")
diffusion = mobility * kt_ev                            # cm2/s
tunnel = attempt * np.exp(-2 * 1.0 / decay_nm)
diffusive_rate = diffusion * 1e14 / 1.0**2
print(f"assumed localization length {decay_nm} nm, attempts {attempt:.0e} /s")
print(f"tunnelling / diffusion rate at 1 nm: {tunnel / diffusive_rate:.3f}")
length_um = np.sqrt(diffusion * lifetime_us * 1e-6) * 1e4
print(f"mobility {mobility} cm2/Vs, lifetime {lifetime_us:.0f} us: "
      f"diffusion length {length_um:.1f} um")
print(f"half film thickness times f: {0.5e3 * film_um * f_nm:.0f}")
spacing_nm = pair_density ** (-1 / 3) * 1e7
neighbour = rc * kt_ev / spacing_nm**2 * 10             # MV/cm
print(f"pair density {pair_density:.0e} /cm3: spacing {spacing_nm:.0f} nm, "
      f"neighbour/applied field {neighbour / field_mv:.1e}")
print(f"applied / rough breakdown field ({breakdown_mv} MV/cm): "
      f"{field_mv / breakdown_mv:.2f}")
warm = 0.5 * onsager_nm(310.0) * inverse_length(1.0, 310.0)
print(f"slope at 310 K: {warm:.2f} cm/MV ({100 * (warm / slope - 1):+.1f} %)")
print("tests ok")
```

Running it gives:

```
Tests (lengths in units of rc)
largest relative error, full-field solution: 4.1e-04
relative slope in f from the equation, r = 1, 2, 3:
  sink 0.1: 0.5000, 0.5000, 0.5000; formula 0.5000
  sink 0.5: 0.5782, 0.5782, 0.5782; formula 0.5783
  cos(theta) part, sink 0.1: 0.5001, 0.5000, 0.5000
relative slope for a spread of distances: 0.4999
Example: amorphous selenium, rough typical values
relative permittivity 6.3, temperature 300 K
field 0.01 MV/cm, film thickness 50 um
thermal energy kT: 0.02585 eV
Onsager radius rc: 8.841 nm
field length 1/f: 25.85 nm
rc*f: 0.3420
relative slope: 17.10 cm/MV = 1.710e-05 cm/V
linear enhancement at this field: 0.1710
r0 (nm) | P at E=0 | P exact | exact enh. | 2nd order | slope cm/MV
   2.5 | 0.02911 | 0.03421 | 0.1752 | +0.00423 | 17.10
   5.0 | 0.17063 | 0.19957 | 0.1696 | -0.00128 | 17.10
  10.0 | 0.41307 | 0.47884 | 0.1592 | -0.01230 | 17.10
Field scan at r0 = 5 nm: E (MV/cm), exact and linear enhancement
  0.003: 0.0512, 0.0513
  0.010: 0.1696, 0.1710
  0.030: 0.4984, 0.5130
  0.100: 1.5020, 1.7100
Neglected effects (rough), r0 = 5 nm
Coulomb energy drop per 0.5 nm step at r0: 0.177 kT
radius where the drop per step is 1 kT: 2.10 nm
if all inside it are captured: slope +1.51 %, zero-field yield -7.4 %
assumed localization length 0.3 nm, attempts 1e+13 /s
tunnelling / diffusion rate at 1 nm: 0.035
mobility 0.14 cm2/Vs, lifetime 50 us: diffusion length 4.3 um
half film thickness times f: 967
pair density 1e+13 /cm3: spacing 464 nm, neighbour/applied field 1.1e-03
applied / rough breakdown field (1.0 MV/cm): 0.01
slope at 310 K: 16.01 cm/MV (-6.3 %)
tests ok
```
